# Sign reversal of the moment induced on a dielectric level

## The sign change in numbers

An interface level in a gate dielectric lies 0.30 eV above the Fermi energy of a ferromagnetic contact. In the model below its spin moment is −0.10 Bohr magnetons, opposite to the majority spin of the magnet. The same level 0.30 eV below the Fermi energy has +0.10 Bohr magnetons. The magnetisation and the two couplings are the same in both cases, and the level has no spin splitting of its own. The sign comes from unequal broadening: the Fermi energy cuts two spectral lines that share a centre but differ in width.

## Model and conventions

All energies are measured from the Fermi energy, or from the chemical potential at finite temperature. The spin label σ is ↑ for the majority spin of the magnet and ↓ for the minority spin. The magnet is collinear, the coupling conserves spin, and the level has the same energy \(\varepsilon\) for both spins:

\[
H=\sum_\sigma \varepsilon\, d_\sigma^\dagger d_\sigma+\sum_{k\sigma}E_{k\sigma}c_{k\sigma}^\dagger c_{k\sigma}+\sum_{k\sigma}\left(V_{k\sigma}d_\sigma^\dagger c_{k\sigma}+\text{h.c.}\right).
\]

The moment in Bohr magnetons, with spin g-factor 2, is \(m=n_\uparrow-n_\downarrow\), where \(n_\sigma=\langle d_\sigma^\dagger d_\sigma\rangle\). It is positive when parallel to the majority spin. It belongs to the level alone; any change in the metal is not counted.

The equations of motion for the retarded Green functions are

\[
(E-\varepsilon)G_\sigma=1+\sum_k V_{k\sigma}G_{k\sigma},\qquad (E-E_{k\sigma}+i0)\,G_{k\sigma}=V_{k\sigma}^*G_\sigma .
\]

Solving the second for \(G_{k\sigma}\) and inserting it in the first gives

\[
G_\sigma(E)=\frac{1}{E-\varepsilon-\Sigma_\sigma(E)},\qquad \Sigma_\sigma(E)=\sum_k\frac{|V_{k\sigma}|^2}{E-E_{k\sigma}+i0}.
\]

The imaginary part of \(\Sigma_\sigma\) is \(-\Gamma_\sigma\), with

\[
\Gamma_\sigma=\pi\sum_k|V_{k\sigma}|^2\,\delta(E-E_{k\sigma}).
\]

This is the half-width at half-maximum of the line; a full width must be halved before use. Let \(\Gamma_\sigma\) be constant between band edges \(B_\sigma<0<T_\sigma\). The real part is then a principal-value integral:

\[
\mathrm{Re}\,\Sigma_\sigma(E)=\frac{\Gamma_\sigma}{\pi}\,\mathrm{P}\!\!\int_{B_\sigma}^{T_\sigma}\frac{dE'}{E-E'}=\frac{\Gamma_\sigma}{\pi}\ln\frac{E-B_\sigma}{T_\sigma-E}.
\tag{1}
\]

It vanishes when both edges recede to infinity with \(|B_\sigma|/T_\sigma\to1\). This is the wide-band limit meant here. A large bandwidth by itself is not enough, because a fixed ratio of edges other than one leaves a finite shift.

## Zero temperature

With \(\Sigma_\sigma=-i\Gamma_\sigma\), the spectral function \(-\mathrm{Im}\,G_\sigma/\pi\) is a Lorentzian. Filling it up to the Fermi energy gives

\[
n_\sigma=\int_{-\infty}^{0}\frac{\Gamma_\sigma/\pi}{(E-\varepsilon)^2+\Gamma_\sigma^2}\,dE
=\frac1\pi\left[\arctan\frac{E-\varepsilon}{\Gamma_\sigma}\right]_{-\infty}^{0}
=\frac12-\frac1\pi\arctan\frac{\varepsilon}{\Gamma_\sigma}.
\]

The halves cancel in the difference:

\[
m(\varepsilon)=\frac1\pi\left[\arctan\frac{\varepsilon}{\Gamma_\downarrow}-\arctan\frac{\varepsilon}{\Gamma_\uparrow}\right].
\tag{2}
\]

To find the sign, differentiate the occupation with respect to the width:

\[
\frac{\partial n}{\partial\Gamma}=\frac1\pi\,\frac{\varepsilon}{\varepsilon^2+\Gamma^2}.
\]

For \(\varepsilon>0\) a broader line is fuller, since more of its tail lies below the Fermi energy. For \(\varepsilon<0\) it is emptier, since more of its tail lies above. Because \(m\) is the integral of this derivative from \(\Gamma_\downarrow\) to \(\Gamma_\uparrow\),

\[
\operatorname{sign} m=\operatorname{sign}(\varepsilon)\,\operatorname{sign}(\Gamma_\uparrow-\Gamma_\downarrow).
\tag{3}
\]

By (2) the moment is odd in \(\varepsilon\). For unequal positive widths, (3) shows that its single zero is at the Fermi energy. If the widths are equal, it vanishes at every \(\varepsilon\).

The example takes \(\Gamma_\uparrow=0.30\) eV and \(\Gamma_\downarrow=0.60\) eV. At \(\varepsilon=0.30\) eV,

\[
n_\uparrow=\tfrac12-\tfrac1\pi\arctan 1=0.250,\qquad
n_\downarrow=\tfrac12-\tfrac1\pi\arctan\tfrac12=0.352,
\]

so \(m=-0.102\). At \(\varepsilon=-0.30\) eV each occupation becomes one minus its former value, and \(m=+0.102\).

## Shape of the curve

Let \(a=\arctan(\varepsilon/\Gamma_\downarrow)\) and \(b=\arctan(\varepsilon/\Gamma_\uparrow)\). The subtraction formula for the tangent gives

\[
\tan(\pi m)=\frac{\varepsilon/\Gamma_\downarrow-\varepsilon/\Gamma_\uparrow}{1+\varepsilon^2/(\Gamma_\uparrow\Gamma_\downarrow)}
=\frac{\varepsilon(\Gamma_\uparrow-\Gamma_\downarrow)}{\varepsilon^2+\Gamma_\uparrow\Gamma_\downarrow}.
\tag{4}
\]

Both angles have the same sign and are smaller than \(\pi/2\) in magnitude, so \(|a-b|<\pi/2\) and the principal arctangent gives the right \(m\). In code this form avoids subtracting two nearly equal numbers when \(|\varepsilon|\) is large.

The derivative of \(\varepsilon/(\varepsilon^2+\Gamma_\uparrow\Gamma_\downarrow)\) has the numerator \(\Gamma_\uparrow\Gamma_\downarrow-\varepsilon^2\). The extrema therefore lie at \(\varepsilon=\pm\sqrt{\Gamma_\uparrow\Gamma_\downarrow}\), where

\[
|\tan(\pi m)|=\frac{|\Gamma_\uparrow-\Gamma_\downarrow|}{2\sqrt{\Gamma_\uparrow\Gamma_\downarrow}}.
\]

In a right triangle with these two legs, the hypotenuse is \(\Gamma_\uparrow+\Gamma_\downarrow\), because \((\Gamma_\uparrow-\Gamma_\downarrow)^2+4\Gamma_\uparrow\Gamma_\downarrow=(\Gamma_\uparrow+\Gamma_\downarrow)^2\). Hence

\[
|m|_{\max}=\frac1\pi\arcsin|P|,\qquad P=\frac{\Gamma_\uparrow-\Gamma_\downarrow}{\Gamma_\uparrow+\Gamma_\downarrow}.
\]

Here \(P=-0.30/0.90=-0.333\), and the extrema are at \(\pm\sqrt{0.18}=\pm0.42\) eV with \(|m|=0.108\). The largest moment depends on the ratio of the widths, while their geometric mean sets the energy scale.

Two limits follow from (2). Near the crossing \(\arctan x\approx x\), so

\[
m\approx\frac{\varepsilon}{\pi}\left(\frac1{\Gamma_\downarrow}-\frac1{\Gamma_\uparrow}\right),
\]

with a slope of −0.53 Bohr magnetons per eV here. Far away, (4) gives \(m\approx(\Gamma_\uparrow-\Gamma_\downarrow)/(\pi\varepsilon)\). At 1 eV this limit gives −0.095, whereas (2) gives −0.079: the level is not yet far away compared with its widths.

If one width tends to zero, as for a contact with no minority states at these energies, \(|P|\to1\) and \(|m|_{\max}\to1/2\). With \(\Gamma_\downarrow\to0\), the minority occupation becomes a step, and \(m\) jumps from \(-1/2\) just below the crossing to \(+1/2\) just above it. This presumes that the weakly coupled spin still has time to reach equilibrium with the metal.

## Finite temperature

Write \(f(E)=\frac12-\frac12\tanh(E/2kT)\) and use the partial-fraction series of the hyperbolic tangent:

\[
f(E)=\frac12-2kT\sum_{j=0}^{\infty}\frac{E}{E^2+\omega_j^2},\qquad \omega_j=(2j+1)\pi kT .
\]

Each term is the real part of \(1/(E+i\omega_j)\), which is analytic in the upper half-plane and decays there. Closing the contour in that half-plane shows that its average over a Lorentzian of centre \(\varepsilon\) and half-width \(\Gamma_\sigma\) is its value at \(E=\varepsilon+i\Gamma_\sigma\). Taking the real part,

\[
n_\sigma=\frac12-2kT\sum_{j=0}^{\infty}\frac{\varepsilon}{\varepsilon^2+(\Gamma_\sigma+\omega_j)^2}.
\tag{5}
\]

For \(\varepsilon>0\) every term falls as \(\Gamma_\sigma\) grows, so the occupation rises; for \(\varepsilon<0\) it falls. Rule (3) therefore holds at any temperature, for fixed widths.

For evaluation, use the digamma function, \(\psi(z)=-\gamma+\sum_{j\ge0}[1/(j+1)-1/(j+z)]\), where \(\gamma\) is Euler's constant. Its imaginary part is \(\sum_j \mathrm{Im}\,z/|j+z|^2\). With \(z=\frac12+(\Gamma_\sigma+i\varepsilon)/(2\pi kT)\), one has \(j+z=(\omega_j+\Gamma_\sigma+i\varepsilon)/(2\pi kT)\), and (5) becomes

\[
n_\sigma=\frac12-\frac1\pi\,\mathrm{Im}\,\psi\!\left(\frac12+\frac{\Gamma_\sigma+i\varepsilon}{2\pi kT}\right).
\tag{6}
\]

When \(kT\) far exceeds \(|\varepsilon|\) and both widths, expand the difference of the terms in (5) to first order in the widths. Since \(\sum_j(2j+1)^{-3}=7\zeta(3)/8\), with \(\zeta\) the Riemann zeta function,

\[
m\approx4kT\,\varepsilon(\Gamma_\uparrow-\Gamma_\downarrow)\sum_j\frac1{\omega_j^3}
=\frac{7\zeta(3)}{2\pi^3}\,\frac{\varepsilon(\Gamma_\uparrow-\Gamma_\downarrow)}{(kT)^2}.
\]

Heat weakens the moment in this limit but does not move the reversal. The example is in the opposite regime: at 300 K, \(kT=0.026\) eV is much smaller than the widths. Equation (6) then gives \(|m|=0.101\) at \(\pm0.30\) eV, about 1% below the zero-temperature value.

## Moving the level with a gate

Put the level 0.3 nm from the metal in a local field of 3 MV/cm, which is 0.3 V/nm. It shifts by \(0.3\times0.3=0.09\) eV, upwards for an electron if the field points from the metal into the dielectric. For a level that starts at the Fermi energy, (6) at 300 K gives \(m=-0.044\) when it is raised and \(+0.044\) when it is lowered. Reversing the field thus changes the moment by 0.088 Bohr magnetons, with both widths held fixed.

Reaching an extremum from the Fermi energy would take \(0.424/0.3=1.41\) V/nm, or 14 MV/cm. That is nearly three times the rough breakdown field of 5 MV/cm assumed here. In this example the gate can reverse the moment but cannot sweep the level from one extremum to the other.

## Spin-dependent level shifts

If the metal also shifts the level by \(\delta_\sigma\), replace \(\varepsilon\) by \(\varepsilon+\delta_\sigma\) in each zero-temperature occupation. The moment has the sign of

\[
\frac{\varepsilon+\delta_\downarrow}{\Gamma_\downarrow}-\frac{\varepsilon+\delta_\uparrow}{\Gamma_\uparrow}.
\]

For constant shifts and unequal widths this is linear in \(\varepsilon\) with nonzero slope, so one reversal remains. Setting it to zero and multiplying by \(\Gamma_\uparrow\Gamma_\downarrow\) gives its position:

\[
\varepsilon_0=\frac{\Gamma_\uparrow\delta_\downarrow-\Gamma_\downarrow\delta_\uparrow}{\Gamma_\downarrow-\Gamma_\uparrow}.
\tag{7}
\]

Shifts in proportion to the widths cancel here. A band lopsided in the same way for both spins therefore leaves the reversal in place at this level of approximation; an exchange-split band does not.

Take flat bands 10 eV wide, split by 1.5 eV, with edges at −5.75 and 4.25 eV for the majority and −4.25 and 5.75 eV for the minority. Equation (1) at \(E=0\) gives

\[
\delta_\uparrow=\frac{0.30}{\pi}\ln\frac{5.75}{4.25}=+0.029\ \text{eV},\qquad
\delta_\downarrow=\frac{0.60}{\pi}\ln\frac{4.25}{5.75}=-0.058\ \text{eV}.
\]

Equation (7) then places the reversal at −0.12 eV. Keeping the energy dependence of (1), integrating the spectral function numerically from each band bottom to the Fermi energy and solving for \(m=0\) gives −0.11 eV. The same integration gives \(m=-0.057\) at \(\varepsilon=0\). The gate swing of ±0.09 eV about the bare Fermi-energy crossing would miss this displaced reversal, so the range of level energies has to be moved until it includes the reversal.

## Coulomb repulsion

Let double occupation cost an energy \(U\). In mean field each spin sees the average occupation of the other, \(\varepsilon_\sigma=\varepsilon+Un_{-\sigma}\). If \(m=0\), then \(n_\uparrow=n_\downarrow=n\) and both spins have the same effective energy \(\varepsilon+Un\). With unequal widths, equal occupations require this energy to vanish. Then \(n=1/2\), and the reversal is at

\[
\varepsilon=-\frac U2 .
\]

The solution is unique for weak enough repulsion. Because \(|\partial n_\sigma/\partial\varepsilon_\sigma|\le1/(\pi\Gamma_\sigma)\), one cycle \(n_\downarrow\to n_\uparrow\to n_\downarrow\) changes a small difference by a factor of at most

\[
\frac{U^2}{\pi^2\Gamma_\uparrow\Gamma_\downarrow}=\left(\frac{U}{U_c}\right)^2,\qquad U_c=\pi\sqrt{\Gamma_\uparrow\Gamma_\downarrow}.
\]

For \(U<U_c\) the cycle is a contraction and has one fixed point.

To find the slope, let \(\varepsilon=-U/2+x\) with small \(x\), and set \(A=1/(\pi\Gamma_\uparrow)\), \(C=1/(\pi\Gamma_\downarrow)\). Linearising,

\[
\delta n_\uparrow=-A(x+U\delta n_\downarrow),\qquad \delta n_\downarrow=-C(x+U\delta n_\uparrow).
\]

Inserting each equation in the other gives

\[
(1-ACU^2)\,\delta n_\uparrow=(-A+ACU)x,\qquad (1-ACU^2)\,\delta n_\downarrow=(-C+ACU)x .
\]

Subtracting, and using \(ACU^2=(U/U_c)^2\),

\[
m=\frac{C-A}{1-(U/U_c)^2}\,x .
\]

The numerator is the slope without repulsion. In the example \(U_c=\pi\times0.424=1.33\) eV. With \(U=1\) eV the reversal moves to −0.50 eV and the mean-field slope grows by a factor of \(1/(1-0.563)=2.3\). Iterating the mean-field equations to convergence gives \(m=-0.19\) at 0.3 eV above the displaced reversal, against −0.10 without repulsion at the same distance from its own reversal.

Most of this growth can be an artefact of mean field. To see this, reduce the metal to nine discrete states within 10 eV of the Fermi energy. Divide the band into nine cells with edges at \(s\sinh u\), where \(u\) is equally spaced, and put one state at the middle of each cell in \(u\). A cell of width \(\Delta\) couples to the level by \(\sqrt{\Gamma_\sigma\Delta/\pi}\). With \(s=0.3\) eV, the moment at the same distance is −0.1363 in mean field but −0.0988 in the exact ground state, against −0.0846 without repulsion. With \(s=1\) eV, which is coarser near the Fermi energy, the three values are −0.1015, −0.0776 and −0.0706. The values depend on the spacing, but in both cases about three quarters of the mean-field growth is absent from the exact result. So small a metal does not give accurate values for a continuous band, and the share is not converged. For a finely spaced wide band, diagonalised in a small active space built from the mean-field orbitals that overlap the level, the moment is about −0.14, against −0.19 in mean field and −0.10 without repulsion, so about three fifths of the growth is absent. Repulsion does enlarge the moment, but the mean-field enhancement cannot be taken as a prediction.

Above \(U_c\) this picture fails. At \(U=1.3\,U_c=1.73\) eV and \(\varepsilon=-U/2\), iteration from an empty and from a full minority level ends at \(m=+0.51\) and \(m=-0.51\). These two signs are alternative mean-field solutions, not values of one curve on either side of a crossing.

The position \(-U/2\) itself does not rest on mean field when each spin's band and couplings are symmetric about the Fermi energy. At that energy the level part of the Hamiltonian is \(U(n_\uparrow-\frac12)(n_\downarrow-\frac12)\) plus a constant, where \(n_\sigma\) now denotes the operator. Exchange electrons and holes for both spins at once, without exchanging the spins, pair each metal state at \(E\) with the one at \(-E\), and change the sign of the metal operators. The Hamiltonian is unchanged, but \(n_\sigma\) becomes \(1-n_\sigma\). In thermal equilibrium each average is therefore \(1/2\), and \(m=0\). The two mean-field moments above \(U_c\) break this symmetry and are not equilibrium averages. The argument fixes a zero of \(m\); it does not give the slope there.

## Use for a real gate stack

The numbers are meant for a first-layer level in an oxide dielectric on a cobalt-like magnet, but they are rough model inputs, not values for a characterised interface. The larger minority width reflects the larger minority d-state density of bulk cobalt at the Fermi energy; bonding at the interface could reverse the order and, by (3), the sign. Of the neglected effects estimated above, repulsion is the largest in this example. For the assumed \(U=1\) eV it moves the reversal by 0.50 eV, against 0.11 eV from the exchange-split band and a 1% change of the moment at ±0.30 eV from temperature. These displacements are each computed with the other effect left out, and they do not simply add: with the constant band shifts above and \(U=1\) eV together, the mean-field reversal lies at −0.70 eV. Within this mean-field model, a gate swing of ±0.09 eV reverses the moment only if it includes that energy. Here \(U\) is 75% of \(U_c\), and mean field can overstate the size of the moment. Levels deeper in the oxide couple more weakly, which lowers \(U_c\). For \(U=1\) eV the single mean-field solution is guaranteed when \(\sqrt{\Gamma_\uparrow\Gamma_\downarrow}>U/\pi=0.32\) eV. This condition guarantees uniqueness, not accuracy: the size of the moment can need a treatment of correlation on either side of that width.
